# Activation Energy of the Electron-Electron-Hole Auger Process in Parabolic Bands: a program that tests the result

```python
# Result under test: in the electron-electron-hole Auger process with parabolic
# bands, the least initial kinetic energy allowed by energy and momentum
# conservation is E_a = E_g * m_c / (m_c + m_h), and E_a is the activation energy
# in the exponential of the Auger coefficient of non-degenerate carriers.
# E_g: direct gap; m_c, m_h: electron and hole masses; mu = m_h / m_c;
# a = m_c / (m_c + m_h); kT: thermal energy; t: kinetic energy of the three
# carriers in their centre-of-mass frame; G: probability density, per unit energy,
# that three thermal carriers satisfy energy conservation.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

rng = np.random.default_rng(7)

# Reduced units for the minimisation: energy in E_g, mass in m_c,
# wave vector in sqrt(2 m_c E_g) / hbar.


def kinetic(x, mu):
    return np.sum(x[:6] ** 2) + np.sum(x[6:] ** 2) / mu


def mismatch(x, mu):
    total = x[:3] + x[3:6] + x[6:]
    return total @ total - kinetic(x, mu) - 1.0


def numerical_minimum(mu, starts=8):
    best_energy, best_x = np.inf, None
    done = 0
    while done < starts:
        x = rng.normal(size=9)
        excess = mismatch(x, mu) + 1.0
        if excess <= 0.05:
            continue
        x = x / np.sqrt(excess)          # now an allowed initial state
        done += 1
        res = minimize(kinetic, x, args=(mu,), method="SLSQP",
                       constraints={"type": "eq", "fun": mismatch, "args": (mu,)},
                       options={"ftol": 1e-14, "maxiter": 500})
        if abs(mismatch(res.x, mu)) < 1e-8 and res.fun < best_energy:
            best_energy, best_x = res.fun, res.x
    return best_energy, best_x


def lowest_random_state(mu, samples=200000):
    k1, k2 = rng.normal(size=(2, samples, 3))
    q = np.sqrt(mu) * rng.normal(size=(samples, 3))
    energy = np.sum(k1**2 + k2**2 + q**2 / mu, axis=1)
    excess = np.sum((k1 + k2 + q) ** 2, axis=1) - energy
    allowed = excess > 0
    return np.min(energy[allowed] / excess[allowed])


# Worked example: round model parameters
gap = 800.0                              # meV
mc, mh = 0.05, 0.50                      # free-electron masses
a = mc / (mc + mh)
activation = gap * a
kB = const.k / const.e * 1000.0          # meV/K

print(f"gap E_g = {gap:.1f} meV")
print(f"electron mass m_c = {mc:.2f} m_0, hole mass m_h = {mh:.2f} m_0")
print("Minimum initial kinetic energy, numerical and formula:")
for hole_mass in (0.01, 0.05, 0.10, 0.50):
    mu = hole_mass / mc
    found, x = numerical_minimum(mu)
    formula = mc / (mc + hole_mass)
    assert abs(found - formula) < 1e-6
    assert np.allclose(x[:3], x[3:6], atol=2e-3)
    assert np.allclose(x[6:] / mu, x[:3], atol=2e-3)
    lowest = lowest_random_state(mu)
    assert lowest >= formula * (1 - 1e-12)
    print(f"  m_h = {hole_mass:.2f} m_0: {gap*found:.2f} and {gap*formula:.2f} meV;"
          f" lowest random state {gap*lowest:.2f} meV")

# Threshold state of the example, rebuilt in SI units from the numerical minimum
# (x is the minimiser for the last hole mass, which is that of the example).
meV = const.e / 1000.0
k_unit = np.sqrt(2 * mc * const.m_e * gap * meV) / const.hbar
k1, k2, q = (k_unit * part for part in (x[:3], x[3:6], x[6:]))
kf = k1 + k2 + q


def band_energy(k, mass):
    return const.hbar**2 * (k @ k) / (2 * mass * const.m_e) / meV


e1, e2 = band_energy(k1, mc), band_energy(k2, mc)
eh, ef = band_energy(q, mh), band_energy(kf, mc)
ratio = mh / mc
e_formula = gap / ((1 + ratio) * (2 + ratio))
assert abs(e1 - e_formula) < 0.05 and abs(e2 - e_formula) < 0.05
assert abs(eh - ratio * e_formula) < 0.1
assert abs(ef - gap * (2 * mc + mh) / (mc + mh)) < 0.01
assert abs(ef - gap - e1 - e2 - eh) < 1e-3
print("Threshold state of the example:")
print(f"  each initial electron: {e1:.2f} meV, k = {np.linalg.norm(k1)*1e-9:.4f} 1/nm")
print(f"  hole: {eh:.2f} meV, q = {np.linalg.norm(q)*1e-9:.3f} 1/nm")
print(f"  final electron: {ef:.2f} meV, k_f = {np.linalg.norm(kf)*1e-9:.3f} 1/nm")
print(f"  activation energy E_a = {activation:.2f} meV = {activation/1000:.4f} eV")


def log_G_fourier(kT, power=0):
    """Log of G in 1/meV, by Fourier inversion of the energy-mismatch distribution.

    Thermal wave vectors are Gaussian; the final energy minus the initial kinetic
    energy is a quadratic form in them. The integration path is shifted into the
    complex plane to resolve the exponentially small tail. With power=1 each
    state is weighted by t (in meV).
    """
    g = gap / kT
    root_mass = np.sqrt(np.array([mc, mc, mh]))
    form = np.outer(root_mass, root_mass) / mc - np.eye(3)
    eigenvalues = np.linalg.eigvalsh(form)
    shift = 1.0 / eigenvalues.max() - 1.5 / g
    step = 0.1
    v = np.arange(0.0, 300.0 * g, step)
    w = v / g - 1j * shift
    values = np.exp(-1j * v)
    for eig in eigenvalues:
        values = values * (1 - 1j * w * eig) ** (-1.5)
    if power == 1:
        values = values * 3.0 * kT / (1 + 1j * w)
    integral = (np.sum(values.real) - 0.5 * values[0].real) * step / g
    return np.log(integral / np.pi / kT) - shift * g


def G_reduced(kT):
    g = gap / kT
    integral = quad(lambda z: z**2 * np.sqrt(z + g) * np.exp(-(1 + a) * z),
                    0, 60, epsabs=0, epsrel=1e-10)[0]
    return a**1.5 / np.sqrt(np.pi) / kT * np.exp(-a * g) * integral


def G_leading(kT):
    return (2 / np.sqrt(np.pi) * a**1.5 / (1 + a) ** 3
            * np.sqrt(gap / kT) / kT * np.exp(-activation / kT))


def local_slope(kT, power=0):
    beta, h = 1 / kT, 1e-3 / kT
    upper = log_G_fourier(1 / (beta + h), power)
    lower = log_G_fourier(1 / (beta - h), power)
    return -(upper - lower) / (2 * h)


print("Thermal density G of energy-conserving states and local Arrhenius slope")
print("(slope 0: constant squared matrix element; slope 1: proportional to t):")
for temperature in (10.0, 200.0, 300.0, 400.0):
    kT = kB * temperature
    exact = np.exp(log_G_fourier(kT))
    assert abs(G_reduced(kT) / exact - 1) < 1e-5
    delta = kT / ((1 + a) * gap)
    # First correction to the leading form is 3*delta/2; the next is of order delta^2.
    assert abs(exact / G_leading(kT) - 1 - 1.5 * delta) < 3 * delta**2 + 1e-6
    slope0, slope1 = local_slope(kT, 0), local_slope(kT, 1)
    expected0 = activation - 1.5 * kT + 1.5 * kT**2 / ((1 + a) * gap)
    expected1 = activation - 0.5 * kT + 2.0 * kT**2 / ((1 + a) * gap)
    # The neglected terms are of order kT * delta^2.
    assert abs(slope0 - expected0) < 10 * kT * delta**2 + 1e-3
    assert abs(slope1 - expected1) < 15 * kT * delta**2 + 1e-3
    print(f"  T = {temperature:.0f} K: kT = {kT:.3f} meV, E_a/kT = {activation/kT:.3f},"
          f" exp(-E_a/kT) = {np.exp(-activation/kT):.3e}")
    print(f"    G = {exact:.4e} 1/meV, low-T form {G_leading(kT):.4e} 1/meV")
    print(f"    slope 0 = {slope0:.2f} meV (expansion {expected0:.2f}),"
          f" slope 1 = {slope1:.2f} meV (expansion {expected1:.2f})")

growth = np.exp(log_G_fourier(kB * 400) - log_G_fourier(kB * 300))
bare = np.exp(activation / (kB * 300) - activation / (kB * 400))
print(f"G(400 K)/G(300 K) = {growth:.3f}; from the exponential alone {bare:.3f}")
print("checks complete")
```

Running it gives:

```
gap E_g = 800.0 meV
electron mass m_c = 0.05 m_0, hole mass m_h = 0.50 m_0
Minimum initial kinetic energy, numerical and formula:
  m_h = 0.01 m_0: 666.67 and 666.67 meV; lowest random state 670.65 meV
  m_h = 0.05 m_0: 400.00 and 400.00 meV; lowest random state 412.63 meV
  m_h = 0.10 m_0: 266.67 and 266.67 meV; lowest random state 270.82 meV
  m_h = 0.50 m_0: 72.73 and 72.73 meV; lowest random state 73.50 meV
Threshold state of the example:
  each initial electron: 6.06 meV, k = 0.0892 1/nm
  hole: 60.61 meV, q = 0.892 1/nm
  final electron: 872.73 meV, k_f = 1.070 1/nm
  activation energy E_a = 72.73 meV = 0.0727 eV
Thermal density G of energy-conserving states and local Arrhenius slope
(slope 0: constant squared matrix element; slope 1: proportional to t):
  T = 10 K: kT = 0.862 meV, E_a/kT = 84.396, exp(-E_a/kT) = 2.224e-37
    G = 1.8758e-37 1/meV, low-T form 1.8731e-37 1/meV
    slope 0 = 71.44 meV (expansion 71.44), slope 1 = 72.30 meV (expansion 72.30)
  T = 200 K: kT = 17.235 meV, E_a/kT = 4.220, exp(-E_a/kT) = 1.470e-02
    G = 1.4247e-04 1/meV, low-T form 1.3845e-04 1/meV
    slope 0 = 47.35 meV (expansion 47.39), slope 1 = 64.74 meV (expansion 64.79)
  T = 300 K: kT = 25.852 meV, E_a/kT = 2.813, exp(-E_a/kT) = 6.001e-02
    G = 3.2093e-04 1/meV, low-T form 3.0764e-04 1/meV
    slope 0 = 34.99 meV (expansion 35.10), slope 1 = 61.15 meV (expansion 61.33)
  T = 400 K: kT = 34.469 meV, E_a/kT = 2.110, exp(-E_a/kT) = 1.212e-01
    G = 4.2677e-04 1/meV, low-T form 4.0371e-04 1/meV
    slope 0 = 22.82 meV (expansion 23.07), slope 1 = 57.81 meV (expansion 58.22)
G(400 K)/G(300 K) = 1.330; from the exponential alone 2.020
checks complete
```
